# When a nanowire layer nucleates more easily at the triple line, part 1

(Sections cited here and not found follow in the second part.)

## The energy balance at the edge of the droplet

Dimensions fix most of the answer. A nucleus one layer high is described by two energies: a step energy $g$ per length of its boundary, and an energy $D$ gained per area of new layer. The one combination of these with the dimension of an energy is $g^2/D$, so the nucleation barrier inside the facet is a number times $g^2/D$. If part of the boundary lies on the edge of the facet and costs a different energy $w$ per length, the barrier becomes $g^2/D$ times a function of $w/g$. At $w=g$ the edge is no better and no worse than any other place. The comparison therefore turns on the sign of $w-g$.

This difference has a restricted form too. Interfaces contribute energy in proportion to their areas, and a layer of height $h$ changes areas by amounts proportional to $h$ per length of edge. At the edge, the outer face of the nucleus touches vapour instead of liquid, and the droplet surface changes its area. Hence

$$
w-g=h\left[\gamma_{SV}-\gamma_{SL}-c(b)\,\gamma_{LV}\right],
$$

where $\gamma_{SV}$, $\gamma_{SL}$ and $\gamma_{LV}$ are the solid–vapour, solid–liquid and liquid–vapour energies per area, and $c$ is a number that depends on the contact angle $b$. Suppose that only the slope of the droplet surface at its rim matters, which is shown below. A mirror in the vertical plane through the rim then turns $b$ into $180^\circ-b$ and leaves a vertical lift unchanged, so $c(b)=c(180^\circ-b)$. A vertical surface is shortened by the full lift, which gives $c(90^\circ)=1$. A horizontal surface is not shortened to first order, which gives $c=0$ at $0^\circ$ and $180^\circ$. The calculation below gives $c=\sin b$.

The geometry is as follows. A nanowire with vertical sidewalls ends in a flat, horizontal top facet, entirely covered by a liquid droplet. The rim of the droplet, where solid, liquid and vapour meet, is the triple line. It is pinned at the edge of the facet. The angle $b$ is measured inside the liquid, from the facet to the droplet surface, so a droplet that bulges beyond the wire has $b>90^\circ$. The wire grows by whole layers, each started by a small nucleus of height $h$. The nucleus continues the stacking of the crystal, so there is no fault energy beneath it. The supersaturation is the same everywhere under the droplet. Surface energies of extended faces are used for a face one layer high; this is the boldest assumption of the model.

Take first a nucleus of area $A$ and perimeter $P$ in the interior of the facet. It covers an area $A$ of the old solid–liquid interface, but its own top face is an equal area of the same interface, and the two cancel. Its side faces add an area $hP$. If $\Delta\mu$ is the free energy released when one III–V pair passes from liquid to crystal, and $\Omega$ is the crystal volume per pair, the nucleus contains $Ah/\Omega$ pairs, and

$$
\Delta G_{\rm int}=-DA+gP,\qquad D=\frac{h\,\Delta\mu}{\Omega},\qquad g=h\gamma_{SL}.
$$

The atoms of the nucleus come from the liquid. Suppose for now that they occupy the same volume in both phases. The total volume of liquid and new solid is then fixed, and the outer surface of the droplet need not move when a nucleus forms in the interior.

A nucleus at the edge is different. Its outer face is flush with the sidewall, and the triple line runs along the top of this face, higher than before by $h$. The droplet surface must follow. To find its change of area, let every point of the surface be displaced by a small vector $\boldsymbol\xi$. Consider a small square patch with orthogonal unit tangent vectors $\mathbf e_1$ and $\mathbf e_2$. After the displacement its sides point along $\mathbf e_i+\partial_i\boldsymbol\xi$. To first order, a side is lengthened by the component of $\partial_i\boldsymbol\xi$ along itself, while the other components rotate or shear the patch and affect its area in second order only. The relative change of area is therefore

$$
\mathbf e_1\cdot\partial_1\boldsymbol\xi+\mathbf e_2\cdot\partial_2\boldsymbol\xi\equiv\nabla_s\cdot\boldsymbol\xi .
$$

Split the displacement into a normal and a tangential part, $\boldsymbol\xi=\xi_n\mathbf n+\boldsymbol\xi_t$, with $\mathbf n$ pointing out of the liquid. In the normal part, the derivative of $\xi_n$ multiplies $\mathbf n$, which is perpendicular to both tangent vectors, and drops out. What remains is $\xi_n\nabla_s\cdot\mathbf n=2H\xi_n$, where $2H$ is the sum of the two principal curvatures, equal to $2/R_s$ for a sphere of radius $R_s$. The tangential part integrates to a boundary term by the divergence theorem on the surface. Hence

$$
\delta A_{LV}=\int 2H\,\xi_n\,dA+\oint \boldsymbol\xi\cdot\mathbf m\,ds .
$$

The vector $\mathbf m$ is tangent to the surface, perpendicular to the triple line, and points away from the surface.

Let $\mathbf i$ be the horizontal unit vector pointing from the rim into the facet, and $\mathbf z$ the upward one. By the definition of $b$, the droplet surface leaves the rim along $\mathbf i\cos b+\mathbf z\sin b$, so

$$
\mathbf m=-(\mathbf i\cos b+\mathbf z\sin b).
$$

Along the nucleus the rim is displaced by $\boldsymbol\xi=h\mathbf z$, which gives $\boldsymbol\xi\cdot\mathbf m=-h\sin b$. Elsewhere the rim stays in place.

The first integral is settled by the volume. To first order, the displaced surface sweeps out the volume $\int\xi_n\,dA$, and this is the change of the total volume of liquid and new solid, which vanishes. A droplet in mechanical equilibrium, small enough for gravity to be negligible, has the same pressure everywhere inside and hence the same $H$ everywhere on its surface. So $2H$ can be taken out of the integral, and

$$
\int2H\,\xi_n\,dA=2H\int\xi_n\,dA=0,\qquad
\delta A_{LV}=-h\sin b\;C ,
$$

where $C$ is the length of edge along which the rim is raised. To conserve volume, parts of the surface may have to shift outwards and others inwards, but the changes of area that go with these shifts cancel to first order. That is why the slope at the rim alone decides the result, even though the rim is raised over a short length only.

If the atoms do change their volume on crystallizing, the first integral becomes $2H\,\delta V$, with an energy $2H\gamma_{LV}\,\delta V$: the work done against the Laplace pressure. It is proportional to the number of pairs in the nucleus, wherever the nucleus sits. It can therefore be absorbed into $\Delta\mu$ and does not enter $w-g$.

The area law was tested on a curved droplet over a round facet of unit radius. The rim was displaced by $10^{-3}\exp[4(\cos\varphi-1)]$, with $\varphi$ the angle around the wire, so that mainly one side moved. The surface was continued smoothly inwards in an arbitrary manner, its volume was restored by a smooth bulge, and its area was integrated numerically. The change of area per area swept by the rim was $-0.965926$ for $b=75^\circ$ and $-0.866025$ for $b=120^\circ$, which agrees with $-\sin b$ to the digits shown. These slopes come from the difference between a raised and a lowered rim. The separate changes for raising and for lowering agreed with the same law to within 0.02.

The energy of the edge nucleus can now be assembled. Of its perimeter $P$, a length $P-C$ borders on liquid and costs $g$ per length. The length $C$ borders on vapour: it costs $h\gamma_{SV}$ per length for the new piece of sidewall and returns $h\gamma_{LV}\sin b$ for the droplet surface removed. Thus

$$
\Delta G_{\rm edge}=-DA+g(P-C)+wC,\qquad
w=h\left(\gamma_{SV}-\gamma_{LV}\sin b\right),
$$

and therefore

$$
w-g=h\left[(\gamma_{SV}-\gamma_{SL})-\gamma_{LV}\sin b\right].
$$

The energies of the corners where the contact begins and ends are left out. The formula has a mechanical reading. The droplet surface pulls on the rim with a force $\gamma_{LV}$ per length, whose upward component is $\gamma_{LV}\sin b$. When the nucleus lifts the rim by $h$, this force does the work $h\gamma_{LV}\sin b$, which helps to pay for the dry sidewall. The help is greatest for $b=90^\circ$ and fades for very flat and for strongly bulging droplets.

Vertical sidewalls enter through the direction of the lift. If the outer face leans inwards by an angle $\alpha$, the rim moves by $h(\mathbf z+\mathbf i\tan\alpha)$, the outer face has the area $h/\cos\alpha$ per length, and the top face of the nucleus is smaller than its footprint by $h\tan\alpha$ per length. The same accounting gives, to first order in $h$,

$$
w_\alpha=h\left[\frac{\gamma_{SV}}{\cos\alpha}-\gamma_{SL}^{\rm top}\tan\alpha-\gamma_{LV}(\sin b+\cos b\tan\alpha)\right],
$$

where $\gamma_{SL}^{\rm top}$ belongs to the top facet. For $\alpha=0$ this is the earlier $w$. For a tapered wire whose sidewall is dry up to the top facet, the simple criterion has to be replaced by $w_\alpha<g$. A small inclined facet between top and sidewall is a different case if the liquid wets it. The triple line then lies at the lower end of that facet, a nucleus on the top facet neither meets the vapour nor lifts the rim, and neither criterion applies.

It remains to show that a lower step energy at the edge means a lower barrier, although the nucleus may change its shape to exploit the edge. Consider a fixed shape of variable size. Let $F$ be its total step energy and $A$ its area at some reference size, and let all lengths be multiplied by $s$. Then $\Delta G=-DAs^2+Fs$. For $F>0$ this has its maximum where $-2DAs+F=0$, that is, at $s=F/(2DA)$, and the height of the maximum is

$$
\Delta G_{\max}=-\frac{F^2}{4DA}+\frac{F^2}{2DA}=\frac{F^2}{4DA}.
$$

The nucleation barrier is the lowest value of this expression among all shapes, because the system can choose the easiest pass.

Suppose first that $w\ge g$. Take any nucleus attached to the edge and move it, with its shape unchanged, into the interior, where the facet is assumed to have room for it. Its area is the same, and its step energy changes by $(g-w)C\le0$. So for every attached shape there is an interior one with a barrier at least as low, and the edge cannot have the lower barrier.

Suppose next that $w<g$, and let the edge be straight and $g$ independent of direction. The best interior nucleus is then a circle, since a circle has the least perimeter for its area. Let its radius be $r_0$. Cut off a small cap by a chord of length $C=2r_0\sin\varepsilon$ and lay the chord on the edge. The removed arc has the length $2r_0\varepsilon$. With $\varepsilon-\sin\varepsilon\simeq\varepsilon^3/6$, the step energy changes by

$$
wC-2gr_0\varepsilon=(w-g)C-2gr_0(\varepsilon-\sin\varepsilon)\simeq(w-g)C-\tfrac13 g r_0\varepsilon^3 .
$$

The area lost is $r_0^2(\varepsilon-\sin\varepsilon\cos\varepsilon)\simeq\tfrac23r_0^2\varepsilon^3$. Since $C$ is of first order in $\varepsilon$ and the lost area of third order, $F^2/(4DA)$ falls for a small enough chord. The edge has the lower barrier. If the nucleus is a polygon with a side parallel to the edge, no cut is needed: laying that side on the edge changes $F$ by $(w-g)C$ at constant area. In that case $\gamma_{SL}$ must be the energy of this particular side face. Within the model, then, the barrier at the triple line is lower than in the interior if and only if

$$
\boxed{\gamma_{SV}-\gamma_{SL}<\gamma_{LV}\sin b}
$$

The same inequality governs the stability of the droplet. Let the rim of a bulging droplet slip down the sidewall by a small distance. Each unit of newly wetted area replaces $\gamma_{SV}$ by $\gamma_{SL}$, and the droplet surface grows by $\sin b$, because the lift has changed sign. The cost per area is

$$
\gamma_{SL}-\gamma_{SV}+\gamma_{LV}\sin b .
$$

It is positive precisely when the criterion holds. So for $b>90^\circ$, a droplet that resists the first step of spreading down the sidewall also favours the triple line for nucleation, provided that the old sidewall and the outer face of the nucleus have the same $\gamma_{SV}$, and the wetted sidewall and the step in the liquid the same $\gamma_{SL}$. For $b<90^\circ$ this link is absent, because a liquid surface leaning inwards from a point below the edge would have to pass through the wire.

Within the model, the nucleation barrier is lower at the triple line than in the interior exactly when $\gamma_{SV}-\gamma_{SL}<\gamma_{LV}\sin b$. It remains to find how large this advantage is, and whether it outweighs the greater number of interior sites in a gallium arsenide wire.
